# Nuclear-Spin Weights of Methane's Rotational Levels through J = 6: a program that tests the result

```python
"""Nuclear-spin weights of a rigid XY4 top with four spin-1/2 protons.

Result under test: the 16 spin states reduce to 5A + E + 3F under T, and
the number of allowed states per space-fixed M of rotational level J is
    g_J = 5a + 2e + 3f = [4(2J+1) + 8c_J + 3(-1)^J]/3,
where D^J = a A + e E + f F and c_J = 1, 0, -1 for J mod 3 = 0, 1, 2.
E is the real two-dimensional pair of conjugate species of T.
The check antisymmetrises explicitly over all 24 proton permutations,
using both labelled frameworks (mirror arrangements of numbered protons).
B is a rotational constant in Hz; level energy is h B J(J+1).
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import h, k
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

VERTICES = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
SWAP = np.array([[0.0, 1.0], [1.0, 0.0]])
SPIN_BASIS = list(product((0, 1), repeat=4))
SPIN_INDEX = {state: i for i, state in enumerate(SPIN_BASIS)}


def angular_momentum(J):
    """Matrices Jx, Jy, Jz in units of hbar, for integer J."""
    m = np.arange(J, -J - 1, -1, dtype=float)
    raising = np.diag(np.sqrt(J * (J + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)


def spin_permutation(p):
    """Move the spin of proton i to proton p[i]."""
    U = np.zeros((16, 16))
    for column, state in enumerate(SPIN_BASIS):
        moved = [0] * 4
        for i in range(4):
            moved[p[i]] = state[i]
        U[SPIN_INDEX[tuple(moved)], column] = 1
    return U


def rotation_matrix(J, R):
    """Action on the body-fixed index K of conjugate Wigner functions."""
    vector = Rotation.from_matrix(R).as_rotvec()
    generator = sum(c * M for c, M in zip(vector, angular_momentum(J)))
    return expm(-1j * generator).conj()


# Each permutation: sign, proper rotation, spin matrix.
group = []
for p in permutations(range(4)):
    S = sum(np.outer(VERTICES[p[i]], VERTICES[i]) for i in range(4)) / 4
    sign = round(np.linalg.det(np.eye(4)[list(p)]))
    assert np.allclose(S @ S.T, np.eye(3))
    assert round(np.linalg.det(S)) == sign  # odd permutations are improper
    group.append((sign, sign * S, spin_permutation(p)))
even = [g for g in group if g[0] == 1]
assert len(even) == 12


def species_projectors(matrices):
    """Projectors on all A, E and F states for matrices ordered as even."""
    traces = [round(np.trace(R)) for _, R, _ in even]
    chi_E = {3: 2, 0: -1, -1: 2}
    PA = sum(matrices) / 12
    PE = sum(chi_E[t] * U for t, U in zip(traces, matrices)) / 12
    PF = sum(3 * t * U for t, U in zip(traces, matrices)) / 12
    return PA, PE, PF


def multiplicities(matrices):
    counts = []
    for P, dimension in zip(species_projectors(matrices), (1, 2, 3)):
        assert np.allclose(P @ P, P, atol=1e-9)
        value = np.trace(P).real / dimension
        assert abs(value - round(value)) < 1e-9
        counts.append(round(value))
    return tuple(counts)


def c3_character(J):
    return (1, 0, -1)[J % 3]


def reduction_formula(J):
    n, c, s = 2 * J + 1, c3_character(J), (-1) ** J
    numerators = (n + 8 * c + 3 * s, n - 4 * c + 3 * s, 3 * (n - s))
    assert all(x % 12 == 0 for x in numerators)
    return tuple(x // 12 for x in numerators)


def weight_formula(J):
    numerator = 4 * (2 * J + 1) + 8 * c3_character(J) + 3 * (-1) ** J
    assert numerator % 3 == 0
    return numerator // 3


# Spin reduction and total spin of each species.
spin_matrices = [U for _, _, U in even]
spin_counts = multiplicities(spin_matrices)
assert spin_counts == (5, 1, 3)
half = [np.array([[0, 1], [1, 0]]) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2, np.diag([0.5, -0.5])]
I_squared = np.zeros((16, 16), complex)
for component in half:
    total = sum(np.kron(np.kron(np.eye(2**i), component), np.eye(2**(3-i)))
                for i in range(4))
    I_squared += total @ total
spin_dims, total_spins = [], []
for P, expected in zip(species_projectors(spin_matrices), (2, 0, 1)):
    dimension = np.trace(P).real
    mean = np.trace(I_squared @ P).real / dimension
    assert np.allclose(I_squared @ P, mean * P)
    I_value = (np.sqrt(1 + 4 * abs(mean)) - 1) / 2
    assert abs(I_value - expected) < 1e-9
    spin_dims.append(round(dimension))
    total_spins.append(round(I_value))

class_characters = {}
for _, R, U in even:
    class_characters.setdefault(round(np.trace(R)), set()).add(
        round(np.trace(U)))
assert class_characters == {3: {16}, 0: {4}, -1: {4}}

print("Spin characters (1, C3, C2):",
      *[next(iter(class_characters[t])) for t in (3, 0, -1)])
print("Spin multiplicities (A, E, F):", *spin_counts)
print("Spin states in (A, E, F):", *spin_dims)
print("Total proton spin I of (A, E, F):", *total_spins)

# Complete antisymmetrisation, parity split and quartic sublevels.
print("Per M: J | a e f | g_J | even odd parity | (2J+1)g_J")
brute_weights, sublevels = [], {}
for J in range(8):
    n = 2 * J + 1
    rotations = [rotation_matrix(J, R) for _, R, _ in group]
    antisymmetriser = np.zeros((32 * n, 32 * n), complex)
    for (sign, _, U), D in zip(group, rotations):
        framework = np.eye(2) if sign == 1 else SWAP
        antisymmetriser += sign * np.kron(np.kron(U, framework), D) / 24
    assert np.allclose(antisymmetriser @ antisymmetriser,
                       antisymmetriser, atol=1e-8)
    rank = np.trace(antisymmetriser).real
    assert abs(rank - weight_formula(J)) < 1e-8
    g = round(rank)
    brute_weights.append(g)

    rot_even = [D for item, D in zip(group, rotations) if item[0] == 1]
    a, e, f = multiplicities(rot_even)
    assert (a, e, f) == reduction_formula(J)
    assert 5 * a + 2 * e + 3 * f == g

    inversion = np.kron(np.kron(np.eye(16), SWAP), np.eye(n))
    assert np.allclose(inversion @ antisymmetriser,
                       antisymmetriser @ inversion)
    difference = round(np.trace(inversion @ antisymmetriser).real)
    parity_even, parity_odd = (g + difference) // 2, (g - difference) // 2

    # Trace out spin and framework to find the weight of each sublevel.
    shape = (32, n, 32, n)
    reduced = np.einsum("iaib->ab", antisymmetriser.reshape(shape))
    odd_part = np.einsum("iaib->ab",
                         (inversion @ antisymmetriser).reshape(shape))
    quartic = sum(np.linalg.matrix_power(M, 4)
                  for M in angular_momentum(J)).real
    quartic = quartic - np.trace(quartic) / n * np.eye(n)
    assert all(np.allclose(quartic @ D, D @ quartic, atol=1e-7)
               for D in rotations)
    energies, vectors = np.linalg.eigh(quartic)
    start, levels = 0, []
    while start < n:
        stop = start + 1
        while stop < n and abs(energies[stop] - energies[start]) < 1e-6:
            stop += 1
        V = vectors[:, start:stop]
        weight = np.trace(V.T @ reduced @ V).real
        parity_balance = np.trace(V.T @ odd_part @ V).real
        degeneracy = stop - start
        assert abs(weight - {1: 5, 2: 2, 3: 3}[degeneracy]) < 1e-7
        # Only E sublevels contain both parities, in equal numbers.
        expected_balance = 0 if degeneracy == 2 else weight
        assert abs(abs(parity_balance) - expected_balance) < 1e-7
        levels.append((energies[start], degeneracy, round(weight)))
        start = stop
    assert [sum(x[1] == d for x in levels) for d in (1, 2, 3)] == [a, e, f]
    sublevels[J] = levels
    if J <= 6:
        print(f"{J} | {a} {e} {f} | {g} | {parity_even} {parity_odd}"
              f" | {n * g}")
assert brute_weights[7] == brute_weights[1] + 16
assert all(weight_formula(J + 6) == weight_formula(J) + 16
           for J in range(30))
print("Explicit g_7, and g_7 - g_1:", brute_weights[7],
      brute_weights[7] - brute_weights[1])

print("Quartic sublevels: J | shifted eigenvalue (1) | K states | weight")
for J in (4, 6):
    for energy, degeneracy, weight in sublevels[J]:
        print(f"{J} | {energy:.3f} | {degeneracy} | {weight}")

# Thermal example, with distortion energies neglected.
B = 150e9
J_values = np.arange(101)
reductions = np.array([reduction_formula(int(J)) for J in J_values])


def species_terms(temperature):
    b = h * B / (k * temperature)
    boltzmann = np.exp(-b * J_values * (J_values + 1))
    return (reductions * np.array([5, 2, 3])
            * ((2 * J_values + 1) * boltzmann)[:, None])


def hot_partition(temperature):
    b = h * B / (k * temperature)
    return 4 / 3 * np.sqrt(np.pi) * b**-1.5 * np.exp(b / 4)


print(f"Model B = {B / 1e9:.0f} GHz; hB/k = {h * B / k:.4f} K")
terms = species_terms(50.0)
Z = terms.sum()
populations = terms.sum(axis=1) / Z
print("Equilibrium populations at 50 K: J | percent")
for J in range(7):
    print(f"{J} | {100 * populations[J]:.3f}")
print(f"Population above J = 6 at 50 K: {100 * populations[7:].sum():.3f} %")
print(f"Partition sum at 50 K: {Z:.4f}; hot formula: {hot_partition(50):.4f}")
print("Species percentages: T (K) | A E F")
for temperature in (10.0, 50.0, 300.0):
    species = species_terms(temperature).sum(axis=0)
    fractions = species / species.sum()
    print(f"{temperature:.0f} | " + " ".join(
        f"{100 * x:.3f}" for x in fractions))
hot_terms = species_terms(300.0)
assert np.isclose(hot_terms.sum(), hot_partition(300.0), rtol=1e-9)
assert np.allclose(hot_terms.sum(axis=0) / hot_terms.sum(),
                   np.array([5, 2, 9]) / 16, atol=1e-9)
print(f"Partition sum at 300 K: {hot_terms.sum():.4f};"
      f" hot formula: {hot_partition(300):.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
Spin characters (1, C3, C2): 16 4 4
Spin multiplicities (A, E, F): 5 1 3
Spin states in (A, E, F): 5 2 9
Total proton spin I of (A, E, F): 2 0 1
Per M: J | a e f | g_J | even odd parity | (2J+1)g_J
0 | 1 0 0 | 5 | 0 5 | 5
1 | 0 0 1 | 3 | 3 0 | 9
2 | 0 1 1 | 5 | 1 4 | 25
3 | 1 0 2 | 11 | 8 3 | 77
4 | 1 1 2 | 13 | 4 9 | 117
5 | 0 1 3 | 11 | 7 4 | 121
6 | 2 1 3 | 21 | 9 12 | 273
Explicit g_7, and g_7 - g_1: 19 16
Quartic sublevels: J | shifted eigenvalue (1) | K states | weight
4 | -78.000 | 3 | 3
4 | 12.000 | 2 | 2
4 | 42.000 | 3 | 3
4 | 84.000 | 1 | 5
6 | -378.000 | 1 | 5
6 | -288.000 | 3 | 3
6 | -186.219 | 3 | 3
6 | 198.000 | 1 | 5
6 | 306.219 | 3 | 3
6 | 342.000 | 2 | 2
Model B = 150 GHz; hB/k = 7.1989 K
Equilibrium populations at 50 K: J | percent
0 | 11.136
1 | 15.030
2 | 23.472
3 | 30.474
4 | 14.635
5 | 3.587
6 | 1.438
Population above J = 6 at 50 K: 0.228 %
Partition sum at 50 K: 44.8974; hot formula: 44.8440
Species percentages: T (K) | A E F
10 | 66.935 1.780 31.286
50 | 31.361 12.455 56.183
300 | 31.250 12.500 56.250
Partition sum at 300 K: 639.5948; hot formula: 639.5948
ALL CHECKS PASSED
```
